# Core-hole lifetime from the width of its spectral line

**Question**

Light of wavelength 13.5 nm falls on a molecule of a resist that contains bromine and removes an electron from the bromine 3d shell. The hole decays, mainly by the Auger process: an outer electron fills it and another is ejected. The decay gives the hole's spectral line a Lorentzian shape with a full width at half maximum (FWHM) of $\Gamma=0.10$ eV, a rough typical value for such a hole. Use $\hbar=0.6582$ eV fs.

The probability that the hole still exists at time $t$ after its creation is taken as $P(t)=e^{-t/\tau}$. This defines the lifetime $\tau$.

**(a)** Find the energy distribution of the hole state in terms of $\tau$.

**Answer.** A probability is the squared modulus of an amplitude. If $a(t)$ is the amplitude for finding the hole state unchanged, then $|a|^2=e^{-t/\tau}$ requires $|a|=e^{-t/2\tau}$. With the phase of a state whose energy distribution is centred on $E_0$,

$$a(t)=e^{-iE_0t/\hbar}\,e^{-t/2\tau},\qquad t\ge 0 .$$

The amplitude decays at half the rate of the probability, and this factor of 2 must be carried through.

A decaying state is not an energy eigenstate. It is a superposition of eigenstates of the whole system, which includes the ion after decay and the Auger electron. Let $S(E)\,dE$ be the probability of finding an energy between $E$ and $E+dE$. Each component acquires its own phase, so

$$a(t)=\int_{-\infty}^{\infty}S(E)\,e^{-iEt/\hbar}\,dE .$$

The inverse Fourier transform is

$$S(E)=\frac{1}{2\pi\hbar}\int_{-\infty}^{\infty}a(t)\,e^{iEt/\hbar}\,dt .$$

Because $S$ is real, $a(-t)=a^*(t)$. The negative times therefore contribute the complex conjugate of the positive times, and the sum is twice the real part:

$$S(E)=\frac{1}{\pi\hbar}\,\mathrm{Re}\int_0^\infty a(t)\,e^{iEt/\hbar}\,dt .$$

Put $\varepsilon=E-E_0$ and $g=\hbar/2\tau$. The integral is elementary, since the integrand vanishes at late times:

$$\int_0^\infty e^{-(g-i\varepsilon)t/\hbar}\,dt=\frac{\hbar}{g-i\varepsilon}=\frac{\hbar\,(g+i\varepsilon)}{g^2+\varepsilon^2}.$$

Taking the real part and dividing by $\pi\hbar$ gives

$$S=\frac{1}{\pi}\,\frac{g}{\varepsilon^2+g^2},\qquad g=\frac{\hbar}{2\tau}.$$

This is a Lorentzian of unit area. For light of sharp photon energy, energy conservation maps it onto the photoelectron spectrum, reversed in direction but with the same width. This assumes that the photoelectron leaves without further interaction and that the ionization probability is constant across the line.

**(b)** Relate $\Gamma$ to $\tau$ and find the lifetime. How far does the rounding of $\Gamma$ affect it?

**Answer.** The peak value is $S(0)=1/(\pi g)$. At half maximum,

$$\frac{g}{\varepsilon^2+g^2}=\frac{1}{2g}\quad\Rightarrow\quad 2g^2=\varepsilon^2+g^2\quad\Rightarrow\quad \varepsilon=\pm g .$$

The full width is the distance between these two points:

$$\Gamma=2g=\frac{\hbar}{\tau},\qquad\text{so}\qquad \tau=\frac{\hbar}{\Gamma}=\frac{0.6582\ \text{eV fs}}{0.10\ \text{eV}}\approx 6.6\ \text{fs}.$$

The 2 from the amplitude has cancelled the 2 from the two sides of the line. A faster decay gives a broader line; in the limit $\Gamma\to0$ the hole becomes stable and its energy sharp.

A width quoted as 0.10 eV may lie between 0.095 and 0.105 eV. The corresponding lifetimes are 6.93 and 6.27 fs, so the rounding alone leaves an uncertainty of about 5 % of $\tau$.

**(c)** Find the mean lifetime, the half-life, the survival probabilities at 1, 10 and 20 fs, and the time by which 99 % of the holes have decayed.

**Answer.** The probability of decay between $t$ and $t+dt$ is $-dP=(1/\tau)e^{-t/\tau}dt$. Integration by parts gives the mean:

$$\langle t\rangle=\int_0^\infty \frac{t}{\tau}e^{-t/\tau}dt=\left[-t\,e^{-t/\tau}\right]_0^\infty+\int_0^\infty e^{-t/\tau}dt=\tau .$$

The mean lifetime is thus also 6.6 fs. The half-life follows from $e^{-t/\tau}=1/2$:

$$t_{1/2}=\tau\ln2\approx4.6\ \text{fs}.$$

The survival probabilities are 0.859 at 1 fs, 0.219 at 10 fs and 0.048 at 20 fs. For 99 % decay, $e^{-t/\tau}=0.01$, so $t=\tau\ln100\approx30$ fs.

**(d)** What would be obtained if (i) 0.10 eV were the half width at half maximum, (ii) $h$ were used in place of $\hbar$, or (iii) the $1/e$ time of the amplitude were reported? Can the uncertainty relation replace the derivation in (a) and (b)?

**Answer.** (i) The full width would be 0.20 eV and the lifetime $0.6582/0.20\approx3.3$ fs. This is correct for a line of that width, but it is not the line given here.

(ii) The result would be too large by a factor of $2\pi$, namely 41 fs. The constant $\hbar$ belongs here because the phase of a state is $Et/\hbar$ in radians.

(iii) The amplitude falls to $1/e$ at $2\tau\approx13$ fs. This is a true property of the same decay, but at that time the probability is already $e^{-2}$.

The relation $\Delta E\,\Delta t\ge\hbar/2$ cannot fix the factor. It is an inequality, and its $\Delta E$ is a standard deviation. For the Lorentzian, $\varepsilon^2S$ tends to the constant $g/\pi$ at large $|\varepsilon|$, so the integral for the variance diverges. The FWHM is finite and serves as the measure of width.

**(e)** The infinite energy variance arises because the tails of the Lorentzian of part (a) fall only as $1/\varepsilon^2$ and continue without a cutoff; a Gaussian also extends over all energies but has a finite variance. To see what a finite range of final energies changes, let a hole state of energy zero be coupled with equal strength $V$ to $N=1600$ final states, evenly spaced by $\delta=0.0025$ eV between $-W$ and $W$, with $W=2$ eV. Choose $V^2=\Gamma_0\delta/2\pi$ and $\Gamma_0=0.10$ eV. Find the decay at very short times, then the width and lifetime for $\Gamma_0\ll W$.

**Answer.** At short times, expand the evolution operator in the initial state:

$$a(t)\approx1-\frac{i\langle H\rangle t}{\hbar}-\frac{\langle H^2\rangle t^2}{2\hbar^2}.$$

Here $\langle H\rangle=0$. Acting once with $H$ leads from the hole to any of the $N$ final states with amplitude $V$, so $\langle H^2\rangle=NV^2$. Squaring $a$ and keeping terms up to $t^2$,

$$P(t)\approx1-\frac{NV^2t^2}{\hbar^2}.$$

Since $N\delta=2W$, $NV^2=W\Gamma_0/\pi=0.0637$ eV². At 0.05 fs the loss is $0.0637\,(0.05/0.6582)^2=3.7\times10^{-4}$. An exponential with $\tau=6.6$ fs would already have lost about $0.05/6.6=7.6\times10^{-3}$. The decay starts quadratically, and hence more slowly.

For later times, let $b_k$ be the amplitude of final state $k$ with energy $E_k$. The Schrödinger equation gives

$$i\hbar\dot a=V\sum_k b_k,\qquad i\hbar\dot b_k=E_kb_k+Va .$$

Multiply by $e^{iEt/\hbar}$ and integrate over $t>0$, giving $E$ a small positive imaginary part so that the upper limit vanishes. Denote the integrals of $a$ and $b_k$ by $A$ and $B_k$. Integration by parts, with $a(0)=1$ and $b_k(0)=0$, yields

$$EA-i\hbar=V\sum_kB_k,\qquad (E-E_k)B_k=VA .$$

Eliminating $B_k$,

$$A=\frac{i\hbar}{E-\Sigma(E)},\qquad \Sigma(E)=\sum_k\frac{V^2}{E-E_k}.$$

For times far below $h/\delta$, about 1700 fs, the level spacing is not resolved and the sum may be replaced by an integral with density $1/\delta$. For $|E|<W$,

$$\Sigma(E)=\frac{\Gamma_0}{2\pi}\int_{-W}^{W}\frac{dE'}{E+i0-E'}=\frac{\Gamma_0}{2\pi}\ln\frac{W+E}{W-E}-\frac{i\Gamma_0}{2}.$$

The imaginary part comes from passing the pole at $E'=E$. Near the line centre the logarithm is approximately $2E/W$, so the real part is $sE$ with $s=\Gamma_0/(\pi W)=0.0159$. Then

$$A\approx\frac{i\hbar}{(1-s)E+i\Gamma_0/2}=\frac{1}{1-s}\,\frac{\hbar}{\Gamma'/2-iE},\qquad \Gamma'=\frac{\Gamma_0}{1-s}.$$

Apart from the prefactor, this is the integral of part (a) with $g=\Gamma'/2$. To this order the line has FWHM $\Gamma'=0.1016$ eV and the lifetime is $\hbar/\Gamma'=6.48$ fs. Both differ by 1.6 % from the values for an infinite band, in opposite directions, and their product remains $\hbar$.

Numerical diagonalization of the full Hamiltonian matrix agrees. The squared overlaps of its eigenvectors with the hole state, divided by the local level spacing, give a FWHM of 0.1016 eV. A straight-line fit to $\ln P$ between 3 and 20 fs gives a lifetime of 6.478 fs. The product of these separately obtained values is $1.0004\,\hbar$. The excess over $\hbar$ comes almost entirely from the discrete levels: the product is about $1.001\,\hbar$ for $N=800$ and $1.0001\,\hbar$ for $N=6400$.

For the bromine hole, the final energies extend over a range of the order of the Auger electron's energy, roughly 40 eV. The non-exponential start then lasts for a time of order $\hbar/(40\ \text{eV})\approx0.02$ fs, a few thousandths of $\tau$. This is a dimensional estimate of the time scale, not a calculated correction to the lifetime.

**(f)** The measured line may also contain a Gaussian spread of line centres. Find the apparent lifetime if $\hbar$ is divided by the total FWHM, for Gaussian FWHMs of 0.05 and 1.0 eV. Keep the lifetime width at 0.10 eV.

**Answer.** Displacing a line centre by $\eta$ from $E_0$ multiplies the amplitude by $e^{-i\eta t/\hbar}$. Averaged over a Gaussian distribution of $\eta$ with zero mean and standard deviation $\sigma$, this factor becomes $e^{-\sigma^2t^2/2\hbar^2}$. From here on $\varepsilon$ is still the energy measured from $E_0$. The broadened line is therefore

$$S_{\rm tot}(\varepsilon)=\frac{1}{\pi\hbar}\int_0^\infty e^{-t/2\tau}\,e^{-\sigma^2t^2/2\hbar^2}\cos\frac{\varepsilon t}{\hbar}\,dt .$$

For a Gaussian, FWHM $=2\sqrt{2\ln2}\,\sigma$. Evaluating the integral numerically and solving for the half-maximum points gives:

| Gaussian FWHM (eV) | Total FWHM (eV) | Apparent lifetime (fs) |
|---|---|---|
| 0.05 | 0.122 | 5.4 |
| 1.0 | 1.054 | 0.62 |

The first value could describe an instrument of moderate resolution; ignoring it makes the lifetime 18 % too short. In the second case the apparent lifetime is less than a tenth of the true one. The spread makes the averaged amplitude lose its phase coherence, but each hole still decays with $\tau=6.6$ fs. The formula $\tau=\hbar/\Gamma$ has not failed: the total width is not the lifetime width, which must first be separated by fitting the line shape.

**(g)** Examine the example for a real bromine-containing resist. Take rough values of 75 eV for the 3d binding energy, 40 eV for the Auger electron, 1 eV for the spin-orbit splitting and 600 cm⁻¹ for the C–Br stretching vibration.

**Answer.** The photon energy is $hc/\lambda=91.8$ eV, enough to create the hole and leave the photoelectron with about 17 eV. In a free molecule the faster Auger electron can overtake it. Let the speeds be $v_p$ and $v_A$, and let the decay occur at $t=\tau$. The two electrons are at the same distance $r$ from the ion when

$$r=v_pt=v_A(t-\tau)\quad\Rightarrow\quad r=\frac{\tau}{1/v_p-1/v_A}.$$

With $v=\sqrt{2K/m}$ for kinetic energy $K$, this gives $r\approx46$ nm. From then on the photoelectron is attracted by a doubly rather than a singly charged ion. It loses about $e^2/(4\pi\epsilon_0r)\approx0.03$ eV, roughly a third of $\Gamma$. This value holds for a decay at $t=\tau$; the loss varies as $1/t$, so early decays lose more and late ones less. The free-molecule photoelectron line therefore gains a low-energy tail. With straight paths at constant speeds its peak moves by about half this value, 0.016 eV, and its FWHM grows by about 5 %, so fitting a plain Lorentzian to it is an approximation. In a solid film, scattering and screening invalidate this collision-free estimate.

The 3d line has two spin-orbit components. If the weaker has 2/3 of the stronger one's intensity and the same width, its Lorentzian tail at the stronger peak is

$$\frac23\,\frac{(0.05)^2}{1^2+(0.05)^2}\approx0.0017$$

of that peak's height. This is negligible for lifetime-broadened lines, but a Gaussian spread of 1 eV makes the components overlap strongly.

The stretching period is 56 fs, so $\tau$ is 0.12 of a period. The vibrational quantum, $h$ divided by this period, is about 0.074 eV and smaller than $\Gamma$. If the hole changes the equilibrium bond length appreciably, several vibrational lines are excited and overlap, and their envelope is wider than the lifetime width.

In a real film, local surroundings and vibrations can broaden the line by roughly 1 eV. For a single spin-orbit component, using the broadened width without correction would change the inferred lifetime from 6.6 to about 0.6 fs. The two overlapping components together form a still wider feature, so the splitting must be included in the fit as well. A film may also open decay channels that involve neighbouring atoms. If the rates of the existing channels stay the same, these add to the decay rate and shorten the true lifetime, by an amount this model does not supply. The value of 6.6 fs therefore applies to a hole whose lifetime width, after all other broadening has been removed, is 0.10 eV.
